# Dipolar dephasing by dilute random spins in bulk and thin layers

**1. Definitions and conventions**

A probe spin is prepared in an equal superposition of two levels whose magnetic quantum numbers \(M\) differ by one. For a nitrogen-vacancy (NV) centre in diamond these can be \(M=0\) and \(M=-1\). Around it lie bath spins 1/2 at positions \(\mathbf r_j\), with \(z\) components \(m_j=\pm\tfrac12\). All spins share one quantization axis \(z\), and \(\theta_j\) is the angle between \(\mathbf r_j\) and this axis. The free-induction signal \(S(t)\) is the probe coherence in the frame rotating at its unperturbed frequency, normalized to \(S(0)=1\).

The bath is assumed to be

- dilute, with positions drawn independently and uniformly, at density \(n\) in a volume or \(\sigma\) per area in a layer;
- unpolarized, so that \(m_j=+\tfrac12\) and \(-\tfrac12\) are equally likely;
- static during the time \(t\).

\(S\) is averaged over positions and orientations, as in a measurement on many probes. It is useful to define

\[
A=\frac{\mu_0 g_e^2\mu_B^2}{4\pi\hbar},\qquad a=\frac{At}{2},\qquad g=1-3\cos^2\theta . \tag{1}
\]

Here \(g_e\) is the electron g factor and \(g\) the angular factor. Since \(A\) has the dimension of volume over time, \(a\) is a volume. The length \(a^{1/3}\) will be called the reach: at this distance a bath spin with \(|g|=1\) has turned the probe phase by one radian.

**2. From the dipolar interaction to a product of cosines**

Two magnetic moments separated by \(r\hat{\mathbf r}\) have the energy

\[
E=\frac{\mu_0}{4\pi r^3}\left[\mathbf m_1\cdot\mathbf m_2-3(\mathbf m_1\cdot\hat{\mathbf r})(\mathbf m_2\cdot\hat{\mathbf r})\right]. \tag{2}
\]

Each electronic moment is \(-g_e\mu_B\) times its spin, so the two minus signs cancel in the product. The part of (2) with both \(z\) components contains \(1-3\cos^2\theta\). The other parts flip the probe, the bath spin or both. They are off resonance if the transition frequencies of probe and bath spin, and the difference of these frequencies, greatly exceed the coupling. For an NV centre the zero-field splitting makes the two frequencies differ, although the g factors are nearly equal. Dropping them leaves the Ising form

\[
\frac{H}{\hbar}=\sum_j c_j\,M\,I_{zj},\qquad c_j=\frac{A g_j}{r_j^3}. \tag{3}
\]

Ising couplings between bath spins may be added without changing the result, because they commute with (3) and do not act on the probe.

For fixed \(m_j\), the two probe levels acquire the relative phase \(\sum_j c_jm_jt\), up to an overall sign. Averaging one factor over \(m_j=\pm\tfrac12\) gives

\[
\tfrac12\left(e^{ic_jt/2}+e^{-ic_jt/2}\right)=\cos\frac{c_jt}{2}=\cos\frac{a g_j}{r_j^3}.
\]

The orientations are independent, so

\[
S_{\{\mathbf r\}}(t)=\prod_j\cos\frac{a g_j}{r_j^3}. \tag{4}
\]

Equation (4) describes one probe with a given set of neighbours. It generally oscillates and need not resemble the smooth average derived next.

**3. Average over positions**

Put \(N\) spins independently into a large volume \(V\), with \(n=N/V\). The average of one cosine is

\[
\frac1V\int_V d^3r\,\cos\frac{ag}{r^3}=1-\frac{K_V}{N},\qquad
K_V=n\int_V d^3r\left(1-\cos\frac{ag}{r^3}\right).
\]

The average of the product is the \(N\)th power of this number. As \(N\) and \(V\) grow at fixed \(n\), \((1-K_V/N)^N\to e^{-K}\), and therefore

\[
S=e^{-K},\qquad K=n\int d^3r\left(1-\cos\frac{ag}{r^3}\right). \tag{5}
\]

For a sheet, \(n\,d^3r\) becomes \(\sigma\,d^2r\). At large \(r\) the bracket is approximately \(a^2g^2/2r^6\), which is integrable in two and three dimensions. At small \(r\) the bracket lies between 0 and 2, so the integral converges there too.

Expanding the cosine before integrating would fail: the integral of \(r^{-6}\) diverges at \(r=0\). The distribution of precession frequencies has no finite second moment in this continuum model, so the decay does not start quadratically.

**4. The radial integral**

With \(u=a|g|/r^3\), both geometries lead to

\[
J(\alpha)=\int_0^\infty\frac{1-\cos u}{u^{1+\alpha}}\,du ,\qquad 0<\alpha<2. \tag{6}
\]

Integrate by parts, using \(u^{-1-\alpha}=-\frac1\alpha\frac{d}{du}u^{-\alpha}\). The boundary term \((1-\cos u)u^{-\alpha}\) vanishes at infinity because \(\alpha>0\), and at zero because it behaves as \(u^{2-\alpha}\). Hence

\[
J(\alpha)=\frac1\alpha\int_0^\infty u^{-\alpha}\sin u\,du . \tag{7}
\]

For \(\alpha=1\) this is the Dirichlet integral, so \(J(1)=\pi/2\).

For \(\alpha=\tfrac23\), rotate the contour of \(\int_0^\infty u^{s-1}e^{iu}du\), with \(0<s<1\), onto the positive imaginary axis by \(u=iv\). This gives \(e^{i\pi s/2}\int_0^\infty v^{s-1}e^{-v}dv=e^{i\pi s/2}\Gamma(s)\). Its imaginary part at \(s=\tfrac13\) is \(\Gamma(\tfrac13)\sin(\pi/6)=\tfrac12\Gamma(\tfrac13)\). Multiplication by \(1/\alpha=\tfrac32\) gives

\[
J(1)=\frac{\pi}{2},\qquad J(\tfrac23)=\frac34\,\Gamma(\tfrac13)\approx2.009 . \tag{8}
\]

**5. Three dimensions: exponential decay**

From \(r^3=a|g|/u\) follows \(r^2dr=\tfrac13d(r^3)\), whose magnitude is \(\tfrac13a|g|u^{-2}du\). The minus sign is absorbed by reversing the limits. Equation (5) becomes

\[
K=\frac{na}{3}\,J(1)\int d\Omega\,|g|
=\frac{na}{3}\cdot\frac{\pi}{2}\cdot4\pi\langle|g|\rangle .
\]

To average \(|g|\) over the sphere, set \(c=\cos\theta\) and \(c_0=1/\sqrt3\), where \(g\) changes sign. The antiderivative of \(1-3c^2\) is \(c-c^3\), which vanishes at 0 and 1. The positive and negative parts therefore have equal weight:

\[
\langle|g|\rangle=\int_0^1|1-3c^2|\,dc=2(c_0-c_0^3)=\frac{4}{3\sqrt3}. \tag{9}
\]

The result is

\[
S_{3}(t)=e^{-C_3na},\qquad C_3=\frac{8\pi^2}{9\sqrt3}\approx5.065 . \tag{10}
\]

Since \(a=At/2\), this is an exponential with the 1/e time

\[
T_3=\frac{2}{A\,C_3\,n}. \tag{11}
\]

**6. Two dimensions: the exponent 2/3**

Let the probe lie in a sheet whose normal makes an angle \(\beta\) with the quantization axis. Measure the in-plane angle \(\varphi\) from the projection of that axis onto the sheet. Then \(\cos\theta=\sin\beta\cos\varphi\) and \(g=1-3\sin^2\beta\cos^2\varphi\).

Now \(r^2=(a|g|/u)^{2/3}\), so the magnitude of \(r\,dr=\tfrac12d(r^2)\) is \(\tfrac13(a|g|)^{2/3}u^{-5/3}du\). Hence

\[
K=\frac{\sigma a^{2/3}}{3}\,J(\tfrac23)\int_0^{2\pi}|g|^{2/3}d\varphi ,
\]

and with (8)

\[
S_2(t)=e^{-C_2\sigma a^{2/3}},\qquad
C_2=\frac{\pi}{2}\Gamma(\tfrac13)\left\langle|g|^{2/3}\right\rangle_\varphi . \tag{12}
\]

The 1/e time follows from \(C_2\sigma a^{2/3}=1\):

\[
T_2=\frac{2}{A}\,(C_2\sigma)^{-3/2}. \tag{13}
\]

If the axis is normal to the sheet, \(|g|=1\) and \(C_2\approx4.208\). For a [111] axis in a (100) layer, \(\cos\beta=1/\sqrt3\), so \(\sin^2\beta=\tfrac23\) and \(g=1-2\cos^2\varphi=-\cos2\varphi\). Averaging over full periods is equivalent to averaging \(\cos^{2/3}\psi\) over a quarter period. The beta integral then gives

\[
\left\langle|\cos2\varphi|^{2/3}\right\rangle
=\frac2\pi\int_0^{\pi/2}\cos^{2/3}\psi\,d\psi
=\frac{\Gamma(5/6)}{\sqrt\pi\,\Gamma(4/3)}\approx0.713, \tag{14}
\]

so \(C_2\approx3.001\). Tilting the axis changes the rate but not the power of time.

The powers have a simple meaning. Apart from a numerical factor, \(K\) counts the bath spins within the reach. This number grows as \((a^{1/3})^3\) in a volume and as \((a^{1/3})^2\) in a sheet. Relative to its own 1/e time, the sheet signal falls faster at first and more slowly later. At one tenth of that time it is 0.806, against 0.905 in bulk; at three times it is 0.125, against 0.050.

As a direct check of (10) and (12), equation (4) was averaged over randomly drawn configurations. For \(K=1\), where \(e^{-K}=0.368\), the averages were 0.369 in bulk and 0.373 in the tilted sheet. The largest standard error in the set of comparisons was 0.003.

**7. When a layer counts as thin**

An implanted layer has a depth distribution. Take a Gaussian of standard deviation \(s\), the straggle, with the probe at its centre:

\[
p(z')=\frac{e^{-z'^2/2s^2}}{\sqrt{2\pi}\,s}.
\]

Here \(z'\) is measured along the layer normal. Write \(z'=r\zeta\), where \(\zeta\) is the cosine of the angle to the normal. Replacing \(n\) in (5) by \(\sigma p(z')\) and substituting \(u\) as in Section 5 gives

\[
K=\sigma\int d\Omega\,\frac{a|g|}{3\sqrt{2\pi}\,s}\,R(k),\qquad
k=\frac{|\zeta|(a|g|)^{1/3}}{s}, \tag{15}
\]
\[
R(k)=\int_0^\infty\frac{1-\cos u}{u^2}\,e^{-k^2u^{-2/3}/2}\,du .
\]

When the reach is much shorter than \(s\), \(k\to0\) and \(R\to\pi/2\). Equation (15) then reduces to the bulk law (10) with the central density \(n_0=\sigma/(\sqrt{2\pi}s)\).

When the reach is much longer than \(s\), the main contribution comes from small \(\zeta\), where \(g\) can take its in-plane value. Set \(\zeta=xs/(a|g|)^{1/3}\) and \(d\Omega=d\varphi\,d\zeta\). The prefactor \(a|g|/s\) becomes \((a|g|)^{2/3}\), and

\[
\int_{-\infty}^{\infty}dx\,e^{-x^2u^{-2/3}/2}=\sqrt{2\pi}\,u^{1/3}.
\]

The factor \(u^{1/3}\) turns \(u^{-2}\) into \(u^{-5/3}\), which restores the sheet law (12). Thus a layer of finite thickness starts with a linear exponent and reaches the power 2/3 later.

The two limiting laws cross where \(C_3n_0a=C_2\sigma a^{2/3}\). Solving for \(a\), and inserting it into either law, gives

\[
a_\times=\left(\frac{\sqrt{2\pi}\,C_2s}{C_3}\right)^3,\qquad
K_\times=\frac{2\pi C_2^3}{C_3^2}\,\sigma s^2. \tag{16}
\]

The layer acts as a sheet over most of the decay if \(K_\times\ll1\). The prefactor of \(\sigma s^2\) in (16) is 6.6 for a [111] axis in a (100) layer and 18 for an axis along the normal. The condition is therefore stricter than \(\sigma s^2\ll1\): the straggle must lie well below 0.39 or 0.23, respectively, of the mean spacing \(\sigma^{-1/2}\).

There is also a limit at very short times. If no bath spin can be closer than \(r_0\), the cosine may be expanded once \(a|g|\ll r_0^3\) for all directions. For a sheet,

\[
K\simeq\frac{\sigma a^2}{2}\,2\pi\langle g^2\rangle_\varphi\int_{r_0}^\infty\frac{dr}{r^5}
=\frac{\pi\sigma\langle g^2\rangle_\varphi}{4r_0^4}\,a^2 . \tag{17}
\]

The decay then begins quadratically. Letting \(r_0\to0\) recovers the divergence noted in Section 3.

**8. Isolating the bath by double resonance**

Other static fields also dephase a free-induction signal. An echo can remove them while retaining the bath phase. At \(t/2\), one pulse exchanges the two probe levels and another inverts the bath spins. If a spin has \(m_j\) before the pulses and \(m_j'\) afterwards, its phase contribution is

\[
\phi_j=c_j\frac t2\,(m_j-m_j'). \tag{18}
\]

The minus sign comes from exchanging the probe levels. An inverted spin has \(m_j'=-m_j\) and gives \(c_jm_jt\), the same phase as in free induction. A spectator has \(m_j'=m_j\) and gives zero. With ideal pulses the experiment therefore measures (4) for the inverted spins alone.

If each spin is inverted independently with probability \(q\), its average factor is \(1-q+q\cos(ag_j/r_j^3)\). One minus this factor is \(q[1-\cos(ag_j/r_j^3)]\), so \(n\) or \(\sigma\) is multiplied by \(q\). Equations (11) and (13) give

\[
T_3\propto q^{-1},\qquad T_2\propto q^{-3/2}. \tag{19}
\]

Varying \(q\) thus probes the dimension separately from the shape of the decay.

**9. A buried nitrogen layer in diamond**

Consider NV probes among neutral substitutional nitrogen centres, each carrying one electron spin. The layer parallel to (100) has \(\sigma=3\times10^{11}\ \mathrm{cm^{-2}}=0.0030\ \mathrm{nm^{-2}}\) and \(s=2\) nm. The field is 20 mT along [111], the axis of the chosen NV centres, and the temperature is 300 K. The reference case is bulk diamond with 1 ppm of the same spins, or \(n=1.758\times10^{-4}\ \mathrm{nm^{-3}}\). The coupling is \(A=327\ \mathrm{rad\,nm^3/\mu s}\).

For the bulk, (11) gives

\[
T_3=\frac{2}{327\times5.065\times1.758\times10^{-4}}\ \mathrm{\mu s}\approx6.9\ \mathrm{\mu s}.
\]

For the ideal sheet, \(C_2\sigma=3.001\times0.0030=0.0090\ \mathrm{nm^{-2}}\), and (13) gives

\[
T_2=\frac{2}{327}\,(0.0090)^{-3/2}\ \mathrm{\mu s}\approx7.2\ \mathrm{\mu s}.
\]

The two times are similar by choice of densities. With the axis along the layer normal and the same \(\sigma\), the sheet time would be 4.3 µs.

At \(T_2\) the reach is 10.5 nm, about five times the straggle. A circle of this radius contains on average \(\pi\times10.5^2\times0.0030\approx1.0\) bath spin. The loss of coherence is thus governed by whether there are a few near neighbours, not by many weak contributions.

Equation (16) places the crossover at 0.16 µs, where either limiting law gives \(K_\times=0.079\); the layer itself has \(K=0.060\) there, with a local power of time of 0.85. The linear start therefore occupies only the first several per cent of the decay. For a central probe, (15) gives a 1/e time of 7.4 µs, 3% longer than for the ideal sheet. At the ideal sheet's 1/e time the signal is 0.376; sampling random probe depths gives \(0.375\pm0.003\), which is too noisy to resolve the effect of depth. Integrating over the depth distribution gives 0.378 and a 1/e time of 7.5 µs, about 1% longer than for a central probe.

The local power \(d\ln K/d\ln t\) shows the change of regime. It is 0.96 at 0.01 µs, 0.88 at 0.1 µs, 0.73 at 1 µs and 0.667 at 7.4 µs. At 100 µs it is 0.673, so the approach to 2/3 is not monotonic. A late value slightly above 2/3 is consistent with the layer exponent being about 2% below the sheet exponent near \(T_2\): to close this gap, it must on average grow faster than \(t^{2/3}\).

**10. Comparison with real layers**

A straggle of about 2 nm is a rough value for nitrogen implanted at a few keV. The density \(\sigma\) refers to nitrogen spins remaining after annealing, not to the implanted fluence. The model assumes overgrowth by 50 nm of diamond. With a rough surface-spin density of \(10^{12}\ \mathrm{cm^{-2}}\), the surface then adds only 0.001 to \(K\) at \(T_2\), even if its spins are inverted too. Without overgrowth, a layer a few nanometres deep would have these more numerous spins within its reach, and they could not be neglected.

Natural carbon-13 is the main obstacle to ordinary free induction. Applying (11) to its point-dipole coupling gives a dephasing time of about 1.6 µs, shorter than \(T_2\). This is only an order-of-magnitude estimate, since it ignores contact coupling and the tilting of nearby nuclear spins. Point-dipole spins placed on the diamond lattice, with the tilting included, give about 1 µs. The times calculated for nitrogen therefore refer to double resonance, after division by the echo recorded without bath inversion. This division assumes that the remaining echo losses are independent of the bath inversion. Carbon-13 spins also precess in the applied field, so the echo does not remove their effect at all times. At 20 mT the echo is strongly reduced near \(t=4.7\) µs and revives near 9.3 µs; the division is least precise around the minimum.

Incomplete inversion can shift the result greatly. Nitrogen-14 hyperfine coupling splits the bath resonance into groups of lines, and in this field direction the central group holds one third of the spins. At 20 mT this group consists of two lines between 4 and 5 MHz apart, so a pulse must cover both to invert it fully. Inverting this group alone lengthens the sheet time to 37 µs and the bulk time to 21 µs, as (19) requires. Over such longer times the static assumption is also less secure.

Bath spins can exchange their orientations. For two like spins the matrix element has magnitude \(\hbar A|g|/4r^3\), so an isolated, resonant, antiparallel pair has exchanged with probability

\[
\sin^2\frac{Agt}{4r^3}=\frac12\left(1-\cos\frac{ag}{r^3}\right).
\]

Half of all pairs are antiparallel. Summing over neighbours gives \(K/4\), multiplied by the probability that two spins belong to the same hyperfine line. This is 0.25 if the central group is counted as a single line, and 0.21 if its two lines, which hold 1/12 and 1/4 of the spins, are counted separately. At \(K=1\) the exchange weight is therefore 0.05 to 0.06. This pair estimate suggests a correction of several per cent, but it is not a bound on the change in signal.

The other sized effects are smaller at \(T_2\):

- A rough bath relaxation time of 1 ms makes \(T_2\) only 0.7% of that time.
- The thermal polarization is \(4\times10^{-5}\), which justifies equal orientation weights.
- At 20 mT the nitrogen-14 hyperfine coupling mixes the bath states, so an inversion changes the \(z\) component by 0.97 to 0.99 instead of 1. This lengthens the times by about 2%: to 7.3 µs for the sheet, 7.0 µs for the bulk, and 38 µs for the sheet with the central group alone.
- The coupling at the reach is \(3\times10^{-5}\) of the 1.7 GHz probe-bath detuning, so their mutual flips are negligible at that distance.
- In the ideal sheet, on average 0.009 bath spins lie within 1 nm of the probe, where the point-dipole model is least secure. The finite thickness of the layer lowers this number.
- A background of 5 ppb nitrogen in the surrounding diamond adds 0.005 to \(K\).

Deep implantation tails and paramagnetic vacancy defects left by annealing are not included. Tails make the layer less two-dimensional, while residual defects add dephasing if the bath pulse inverts them. Their size depends on the implantation and annealing conditions and cannot be inferred from \(\sigma\) and \(s\). The numerical output below lists the main values of the model.

## Values computed for the example and the checks

```
radial integral, bulk: 1.57080; sheet: 2.00920
mean |1-3cos^2| over the sphere: 0.76980
in-plane mean of |g|^(2/3), [111] axis in (100): 0.7132
C3: 5.0651; C2 tilted: 3.0011; C2 normal: 4.2081
K=0.3: exp(-K) 0.7408, random bulk 0.7423, sheet 0.7424
  sheet with one third inverted 0.7407
K=1.0: exp(-K) 0.3679, random bulk 0.3693, sheet 0.3728
  sheet with one third inverted 0.3702
K=2.0: exp(-K) 0.1353, random bulk 0.1364, sheet 0.1381
  sheet with one third inverted 0.1315
largest standard error of these: 0.0028
layer/bulk exponent, early limit: 0.9999
layer/sheet exponent, late limit: 0.9998
coupling A: 326.98 rad nm^3/us = 52.04 MHz nm^3
areal spin density: 3.0e+11 cm^-2 = 0.0030 nm^-2
mean spacing areal^(-1/2): 18.3 nm
straggle: 2.0 nm; lattice constant: 0.357 nm
peak density in layer: 5.98e+17 cm^-3 = 3.40 ppm
bulk density: 1.0 ppm = 1.758e+17 cm^-3
1/e time, bulk: 6.87 us
1/e time, ideal sheet, tilted axis: 7.16 us
1/e time, ideal sheet, axis along normal: 4.31 us
1/e time, sheet, central line only: 37.2 us
1/e time, bulk, central line only: 20.6 us
reach a^(1/3) at sheet 1/e time: 10.54 nm
signal at 0.1 of own 1/e time: bulk 0.905, sheet 0.806
signal at 1.0 of own 1/e time: bulk 0.368, sheet 0.368
signal at 3.0 of own 1/e time: bulk 0.050, sheet 0.125
1/e time, finite layer, central probe: 7.39 us
crossover time: 0.160 us; exponent K there from either law: 0.079
local power of t in layer at 0.0001 us: 0.998
local power of t in layer at 0.01 us: 0.964
local power of t in layer at 0.1 us: 0.880
local power of t in layer at 1 us: 0.728
local power of t in layer at 7.387 us: 0.667
local power of t in layer at 100 us: 0.673
layer signal at sheet 1/e time, central probe: 0.3755 (random 0.3766)
same, random probe depth: 0.3750 +- 0.0028
carbon-13 free-induction time (estimate): 1.63 us
carbon-13 inputs: 10.71 MHz/T, share 0.011
same-line partner share: 0.250; bath flip weight at 1/e: 0.0625
1/e time over bath T1 of 1000 us: 0.0072
polarization at 20 mT, 300 K: 4.48e-05
probe-bath detuning: 1749 MHz (zero-field splitting 2870 MHz)
coupling at reach over detuning: 2.54e-05
mean bath spins within 1.0 nm: 0.0094
surface spins 1e+12 cm^-2 at 50 nm, added exponent: 1.29e-03
background 5 ppb, added exponent: 0.0052
```
